# Leapfrog and forward Euler for cyclotron orbits on a square lattice

## Scales and symmetry

An electron of charge $-e$ moves in the band $\varepsilon=-2t(\cos k_xa+\cos k_ya)$ with a field $B$ along $+z$. Its semiclassical equations are $\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B$ and $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$. The field therefore enters only through $eB/\hbar^2$ multiplying a gradient of $\varepsilon$. With $k$ measured in $1/a$ and energy in $2t$, one rate remains,

$$\omega_0=\frac{2ta^2eB}{\hbar^2}.$$

A numerical scheme with time step $\Delta t$ can depend on the step only through $s=\omega_0\Delta t$, so every energy error has the form $2t\,F(s,\text{start},\text{number of steps})$.

Symmetry restricts the leading power of $s$. Suppose that one step is the flow, for time $s$, of a slightly altered equation of motion with vector field $f_s$, understood as a series in $s$. If a step with $-s$ undoes a step with $s$, then $f_{-s}=f_s$, and the alteration contains only even powers, beginning at $s^2$ or later. Leapfrog has this symmetry, and its alteration begins at $s^2$. Forward Euler lacks it, and its alteration begins at $s$. Whether the energy error accumulates is a separate question. It stays bounded if the altered equation is still Hamiltonian, with an energy close to the original one.

## The conjugate pair

Since $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$,

$$\dot k_x=-\frac{eB}{\hbar^2}\frac{\partial\varepsilon}{\partial k_y},\qquad
\dot k_y=+\frac{eB}{\hbar^2}\frac{\partial\varepsilon}{\partial k_x}.$$

These are Hamilton's equations with $k_y$ as coordinate, $k_x$ as momentum and bracket $\{k_y,k_x\}=eB/\hbar^2$. Put $X=k_xa$, $Y=k_ya$, $\tau=\omega_0\times$ time and $h=\varepsilon/2t=-\cos X-\cos Y$. From here on a dot means $d/d\tau$:

$$\dot X=-\sin Y,\qquad \dot Y=\sin X. \tag{1}$$

Orbits with $h<0$ run anticlockwise around the band minimum, because $\dot Y>0$ where $0<X<\pi$.

In quantum mechanics the kinetic momentum $\mathbf p+e\mathbf A$ has $[\Pi_x,\Pi_y]=-i\hbar eB$. With $\mathbf k=\boldsymbol\Pi/\hbar$ this gives $[X,Y]=-i\varphi$, where $\varphi=a^2eB/\hbar$ plays the part of $\hbar$. Near the band minimum $h+2\approx(X^2+Y^2)/2$ is an oscillator with levels $h+2=\varphi(n+\tfrac12)$, and its circular orbits enclose $2\pi(h+2)=2\pi\varphi(n+\tfrac12)$. The Bohr–Sommerfeld rule extends this area law to the other closed orbits at leading order in $\varphi$.

The law can be compared with a direct diagonalization. The operator $e^{iY}$ shifts $X$ by $\varphi$, so for $\varphi=2\pi/60$ the Hamiltonian is a periodic $60\times60$ matrix with diagonal $-\cos(2\pi j/60)$ and neighbour elements $-\tfrac12$. The areas of the orbits at its six lowest eigenvalues, divided by $2\pi\varphi$, run from 0.497 to 5.496, within 0.004 of $n+\tfrac12$.

## The exact period

The numerical phase needs a reference. Let $\eta=-h$ with $0<\eta<2$. By fourfold symmetry the period is four times the passage through one quadrant,

$$T=4\int_0^{X_m}\frac{dX}{\sin Y},\qquad \sin^2Y=1-(\eta-\cos X)^2,\qquad \cos X_m=\eta-1 .$$

Factorize $\sin^2Y=(1-\eta+\cos X)(1+\eta-\cos X)$ and set $u=\tan(X/2)$, so that $\cos X=(1-u^2)/(1+u^2)$ and $dX=2\,du/(1+u^2)$. Then

$$\frac{dX}{\sin Y}=\frac{2\,du}{\sqrt{[(2-\eta)-\eta u^2]\,[\eta+(2+\eta)u^2]}} .$$

The end point is $u_m^2=(2-\eta)/\eta$. With $u=u_m\cos\theta$ the first bracket becomes $(2-\eta)\sin^2\theta$. The second becomes

$$\frac{\eta^2+(4-\eta^2)\cos^2\theta}{\eta}=\frac4\eta\,(1-m\sin^2\theta),\qquad m=1-\frac{h^2}{4}.$$

Since $2|du|=2u_m\sin\theta\,d\theta$, all prefactors cancel and

$$T(h)=4\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}}=4K(m). \tag{2}$$

At the band minimum $T=2\pi$. As $h\to0$, $T\approx4\ln(8/|h|)$ diverges, because the orbit slows near the saddle points $(0,\pm\pi)$ and $(\pm\pi,0)$.

Two geometric facts are used below. The speed along the orbit is $|\nabla h|$, and the strip between the contours $h$ and $h+dh$ has width $dh/|\nabla h|$. The strip therefore has area $dh\oint d\tau$, so $T=d\mathcal A/dh$ for the enclosed area $\mathcal A$. In the same way, for any function $f$,

$$\frac{d}{dh}\iint f\,dX\,dY=\oint f\,d\tau .$$

## Leapfrog

Write $h=A(X)+B(Y)$ with $A=-\cos X$ and $B=-\cos Y$. Each part alone moves one variable at a constant rate, so its flow is known in closed form. One leapfrog step is

$$X_{1/2}=X_0-\tfrac s2\sin Y_0,\quad Y_1=Y_0+s\sin X_{1/2},\quad X_1=X_{1/2}-\tfrac s2\sin Y_1. \tag{3}$$

Each substep is a shear with unit Jacobian, so the map preserves area. With $\sin Y_1$ kept for the next step, the cost is one $\sin X$ and one $\sin Y$ per step, the same as for Euler.

### The energy change in one step

Let $p=X_{1/2}$, $q=(Y_0+Y_1)/2$ and $c=\tfrac s2A'(p)$, so that $Y_{0,1}=q\mp c$. Then $X_0=p+\delta_0$ and $X_1=p-\delta_1$, with $\delta_0=\tfrac s2B'(q-c)$ and $\delta_1=\tfrac s2B'(q+c)$. With all derivatives taken at $(p,q)$, the $B$ part changes by

$$2cB'+\tfrac13c^3B'''=sA'B'+\tfrac{s^3}{24}A'^3B'''.$$

The $A$ part changes by

$$-A'(\delta_1+\delta_0)+\tfrac12A''(\delta_1^2-\delta_0^2)-\tfrac16A'''(\delta_1^3+\delta_0^3).$$

To the order needed, $\delta_1+\delta_0=sB'+\tfrac{s^3}8A'^2B'''$, $\;\delta_1^2-\delta_0^2=\tfrac{s^3}2A'B'B''$ and $\delta_1^3+\delta_0^3=\tfrac{s^3}4B'^3$. The terms of order $s$ cancel, leaving

$$\Delta h=s^3\Big[-\tfrac1{12}A'^3B'''+\tfrac14A'A''B'B''-\tfrac1{24}A'''B'^3\Big]+O(s^5).$$

Changing the sign of $s$ at fixed $(p,q)$ exchanges the two end points, so the change of any function of position over one step contains only odd powers of $s$. The bracket is a total time derivative. Take $G=\tfrac1{12}A'^2B''-\tfrac1{24}B'^2A''$ and use $\dot X=-B'$, $\dot Y=A'$:

$$\dot G=\tfrac1{12}A'^3B'''-\big(\tfrac16+\tfrac1{12}\big)A'A''B'B''+\tfrac1{24}A'''B'^3 .$$

This is minus the bracket. Hence $h+s^2G$ changes by $O(s^5)$ per step, where

$$G=\tfrac1{12}\sin^2X\cos Y-\tfrac1{24}\sin^2Y\cos X, \tag{4}$$

and the energy error is

$$h-h_0=-s^2(G-G_0)+O(s^4). \tag{5}$$

Since $G$ is a bounded function of position, the error oscillates.

The local estimate alone would still allow a slow drift of order $s^4\tau$. The Hamiltonian structure removes it order by order. The substeps are Hamiltonian flows, the Baker–Campbell–Hausdorff formula combines them through commutators, and the commutator of two Hamiltonian vector fields is again Hamiltonian. A corrected energy therefore exists at each order in $s$. The series need not converge, so this is a statement about small $s$ and long but finite times.

The orders show up in runs of 40 periods from the starting point of the example below. Halving $s$ from 0.2 to 0.1 reduces the spread of $h$ by a factor 4.01 and the spread of $h+s^2G$ by 16.1.

### The phase error

A bounded energy error does not mean a bounded position error, because the altered energy has a slightly different period. The contour $h+s^2G=C$ lies at $h=C-s^2G$, so it encloses the area $\mathcal A(C)-s^2\oint G\,d\tau$. The period is the derivative of this area with respect to $C$, taken at $C=h_0+s^2G_0$.

To find $\oint G\,d\tau$, use $\dot Y=\sin X$ and Green's theorem on the anticlockwise orbit:

$$\oint\sin^2X\cos Y\,d\tau=\oint\sin X\cos Y\,dY=\iint\cos X\cos Y\,dX\,dY\equiv I(h). \tag{6}$$

Exchanging $X$ and $Y$ gives the same value for $\oint\sin^2Y\cos X\,d\tau$. Hence $\oint G\,d\tau=(\tfrac1{12}-\tfrac1{24})I=I/24$. With $dI/dh=\oint\cos X\cos Y\,d\tau$,

$$\delta T=s^2\Big[T'(h_0)\,G_0-\frac1{24}\oint\cos X\cos Y\,d\tau\Big]+O(s^4). \tag{7}$$

This shift repeats on every turn, so the phase error grows linearly with time.

## Forward Euler

Euler's map is $X'=X-s\sin Y$, $Y'=Y+s\sin X$. Its Jacobian is $1+s^2\cos X\cos Y$, so it does not preserve area. Expand the energy in the displacement. The first-order term vanishes because the motion is along the contour. The second-order term is

$$\Delta h=\tfrac{s^2}2\big(\cos X\sin^2Y+\cos Y\sin^2X\big)+O(s^3).$$

Replace $\sin^2$ by $1-\cos^2$ and collect the common factor $\cos X+\cos Y=-h$:

$$\Delta h=-\tfrac{s^2}2\,h\,(1-\cos X\cos Y)+O(s^3). \tag{8}$$

The last factor is never negative, so at this order $h$ moves towards zero from either side. An electron-like orbit gains energy and a hole-like orbit loses it. Dividing by the time $s$ of one step gives a drift rate proportional to $s$. Summed around one orbit at fixed $h$, the two terms contribute equally by (6), and

$$\Delta h_{\text{orbit}}=s\,I(h). \tag{9}$$

Near the band minimum $-h\approx2$ and $1-\cos X\cos Y\approx(X^2+Y^2)/2\approx h+2$. Equation (8) then gives $d(h+2)/d\tau=s(h+2)$, an exponential growth of the excitation energy.

The growth ends at $h=0$. Let $\sigma=(X+Y)/2$ and $\delta=(X-Y)/2$, so that $h=-2\cos\sigma\cos\delta$. The sum formulas for sines turn Euler's map into

$$\sigma'=\sigma+s\cos\sigma\sin\delta,\qquad \delta'=\delta-s\sin\sigma\cos\delta .$$

If $\cos\sigma=0$, then $\sigma'=\sigma$, so the saddle lines $X+Y=\pm\pi$ are invariant. The same holds for $\cos\delta=0$. Inside the cell $|\sigma|,|\delta|<\pi/2$ we have $\cos\sigma<\pi/2-|\sigma|$, hence $|\sigma'|<\pi/2$ for $s<1$, and likewise for $\delta$. In exact arithmetic the point never leaves the cell. The drift of Euler's energy is thus limited to the distance from the starting energy to the saddle energy.

## Worked example

Take $a=0.38$ nm, $t=0.10$ eV, $B=45$ T and 0.30 holes per cell, counted from half filling. Then $\varphi=0.00987$, $\hbar\omega_0=2t\varphi\approx2.0$ meV and $\omega_0=3.00$ rad/ps. With two spins, the filled orbit covers a fraction $(1-0.30)/2=0.35$ of the zone. Solving for this area numerically gives $h_0=-0.3605$, or $-72.1$ meV from the band centre. Then $m=0.9675$, $K=3.117$ and $T=12.47$, which is 4.16 ps. The cyclotron mass $eB\times$ period$/2\pi$ is $5.2\,m_e$.

Both methods start at $X=0$, $Y=2.265$ with $\Delta t=0.02$ ps, so $s=0.0600$ and one turn takes about 208 steps. They run for 1000 periods.

For leapfrog, the largest value of $|G-G_0|$ found by scanning the orbit gives, through (5), an energy error of 0.0612 meV. The run gives the same figure, both in its first tenth and in its last. The bracket in (7), evaluated by quadrature, is $-0.0939$, so

$$\frac{\delta T}{T}=\frac{-0.0939\times0.0600^2}{12.47}=-2.7\times10^{-5}.$$

After 1000 periods the computed electron is ahead by 0.027 of a turn, about $10^\circ$.

For Euler, quadrature gives $I=2.991$, and (9) predicts a first-orbit gain of $0.0600\times2.991\times200\ \text{meV}=35.9$ meV. The errors relative to the starting energy are:

| Time | Euler (meV) | Leapfrog (meV) |
|---|---:|---:|
| 1 ps | 8.1 | −0.054 |
| 1 period | 28.9 | 0.000 |
| 3 periods | 58.1 | 0.000 |
| 10 periods | 71.9 | 0.000 |

The leapfrog entries at whole periods are small because the point is then back near its start, where (5) vanishes. The fair measure is the maximum, 0.061 meV. Euler's first-orbit gain falls short of (9) because that formula holds $h$ fixed, whereas $|h|$ drops by 40% during the turn. By the end of the run Euler's error is 72.1 meV: the orbit has been carried to the saddle energy.

Rounding has a visible effect there. Near the saddles $1-\cos X\cos Y\to2$, so (8) shrinks $|h|$ by a fraction of about $s^2$ per step. Farther from them the shrinking is slower. After 10,554 steps a high-precision run has $|h|\approx2\times10^{-16}$, comparable with the rounding of the coordinates in double precision, and at that step the double-precision point is first found outside its cell by more than $10^{-9}$ in $|X|+|Y|$. The same run with 58 digits is still inside after 11,554 steps. The step of exit is itself set by rounding: shifting the start by amounts up to $10^{-9}$ moves it anywhere between about 10,500 and 15,000.

To keep Euler's error after one orbit down to leapfrog's maximum, (9) requires $s=0.0612/(200\times2.991)=1.02\times10^{-4}$, a step of 0.034 fs. A run with that step ends the orbit with an error of 0.0612 meV. For the same start, one orbit and this accuracy, Euler needs 586 times as many steps.

## Where leapfrog fails

Near the band minimum the sines in (3) become linear, and

$$\begin{pmatrix}X_1\\Y_1\end{pmatrix}=\begin{pmatrix}1-\tfrac{s^2}2&-s+\tfrac{s^3}4\\ s&1-\tfrac{s^2}2\end{pmatrix}\begin{pmatrix}X_0\\Y_0\end{pmatrix}.$$

The determinant is 1 and the trace is $2-s^2$. The eigenvalues are distinct and lie on the unit circle if $|2-s^2|<2$, that is for $0<s<2$. Here this means $\Delta t<0.67$ ps. It is a condition for stability, not for accuracy.

The saddle energy is the second limit. A run with $s=1.5$ started at $(0.001,\pi)$, beside a saddle, wanders over 29 zone widths in 50,000 steps, whereas the true orbit stays within one cell. The count is not reproducible: shifting the start by $10^{-14}$ to $10^{-8}$ gives between 24 and 58. In these runs the escape needs both the saddle and a large step. With $s=1.5$ the start of the worked example stays in its cell for the same number of steps, and the start beside the saddle stays in its cell with $s=0.06$ but leaves it with $s=0.5$. The wandering is what one expects of a chaotic layer around the saddle lines, though this run alone does not establish chaos.

## The model beside a real metal

The parameters are rough values for a copper-oxide plane of heavily overdoped La-Sr-Cu-O, with a hopping reduced to imitate correlations. Other correlation effects are left out.

The assumption that fails most clearly is motion without scattering. For a rough scattering time of 0.1 ps, $\omega_c\tau_{\rm sc}=0.15$, and an electron completes 0.024 of a turn between collisions. The run of 1000 periods therefore examines the algorithm and does not describe an electron's history. A conductivity calculation in the relaxation-time approximation weights each path with $e^{-\text{time}/\tau_{\rm sc}}$. At 1 ps, where Euler is wrong by 8 meV, this weight is only $e^{-10}$, so the late energy drift matters little at this scattering time. The error of the first few steps remains: with $\Delta t=0.02$ ps, Euler paths change $\sigma_{xx}$ by 0.2% and $\sigma_{xy}$ by 0.8%, but the small field-induced part of $\sigma_{xx}$ by about 6%. If the scattering time were one full period, the error in $\sigma_{xx}$ itself would be about 9%.

Among the effects estimated here, the largest change to the period comes from second-neighbour hopping. A term $4|t'|\cos X\cos Y$ with $|t'|/t=0.12$ lengthens it by 23% at fixed hole count, as found from $d\mathcal A/dh$. That term also mixes $X$ and $Y$, so the two-part splitting (3) no longer applies. An explicit splitting is still possible, because $2\cos X\cos Y=\cos(X+Y)+\cos(X-Y)$ and each of these two parts, taken alone, keeps its own argument constant and moves the point at a constant rate.

Smaller effects can be estimated by shifting $h$ towards the saddle in (2), that is with $t'=0$:

- an interlayer hopping of 5 meV, entering as a shift of 10 meV, changes the period by 4.7%;
- the Zeeman energy, 2.6 meV, changes it by about 1%;
- the thermal energy at 4 K, 0.34 meV, changes it by 0.15%.

The Landau spacing, 1.0 meV, is small beside the 72 meV to the saddle. Tunnelling to the neighbouring orbit is governed by the continuation of $Y$ to imaginary values between the orbits. The WKB probability is $\exp[-(2/\varphi)\int\operatorname{arccosh}(-h-\cos X)\,dX]$, with exponent about 230 here, so it can be neglected. These estimates all change when $t'$ is kept, because it brings the Fermi level closer to the saddle. With $|t'|/t=0.12$ the distance is 41 meV, the three period changes become 7.1%, 1.7% and 0.21%, the Landau spacing is 0.8 meV and the exponent falls to about 137. The ordering of the effects is unchanged.
